# Counting dipole amplitudes between acceptor levels at a tetrahedral site: test program

```python
# Result under test: at a tetrahedral (T_d) site the dipole matrix between two
# distinct acceptor quartets (Gamma8) has two free amplitudes p and q,
#   D_x = p {Jy,Jz} + i q {Jx, Jy^2 - Jz^2}  and cyclic, {a,b} = (ab+ba)/2,
# with p, q real lengths and J the spin-3/2 matrices, while the dipole matrix
# between a quartet and a doublet (Gamma6 or Gamma7) has a single amplitude.
# Model: hole in a Luttinger valence band (g1, g2, g3) bound to a screened charge.
# Units: meV and nm. Envelopes are harmonic polynomials times Gaussians.
import itertools
import math
import numpy as np
from scipy import constants as sc
from scipy.linalg import block_diag, eigh, expm, null_space
from scipy.spatial.transform import Rotation

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21        # hbar^2/2m0, meV nm^2
COUL = sc.e / (4 * math.pi * sc.epsilon_0) * 1e12    # e^2/(4 pi eps0), meV nm
GAMMAS = (13.4, 4.2, 5.7)    # rough germanium values
EPS = 16.0                   # rough germanium value
SPLIT_OFF = 290.0            # meV, rough germanium value
CELL = 2.0                   # nm, range of the central-cell test potential
WELL, TET = 6.0, 40.0        # meV, its round and tetrahedral parts
TEMP = 10.0                  # K
ALPHAS = np.geomspace(5e-5, 1.0, 10)                 # Gaussian exponents, nm^-2
rng = np.random.default_rng(4)

# ---------- Bloch space: orbitals X, Y, Z times spin 1/2 ----------
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
orb = np.zeros((3, 3, 3), complex)
for a, b, c in itertools.permutations(range(3)):
    orb[a, b, c] = -1j * np.linalg.det(np.eye(3)[[a, b, c]])
Lop = [np.kron(m, np.eye(2)) for m in orb]
Sop = [np.kron(np.eye(3), s / 2) for s in sigma]
LS = sum(l @ s for l, s in zip(Lop, Sop))
Q6 = eigh(10 * LS + Lop[2] + Sop[2])[1]   # first two: J=1/2; then m=-3/2..3/2
Q4 = Q6[:, 2:]
J = [Q4.conj().T @ (l + s) @ Q4 for l, s in zip(Lop, Sop)]
FLIP = np.kron(np.eye(3), np.array([[0, 1], [-1, 0]]))   # time reversal = FLIP K


def sym(a, b):
    return (a @ b + b @ a) / 2


A = np.array([sym(J[(i + 1) % 3], J[(i + 2) % 3]) for i in range(3)])
B = np.array([sym(J[i], J[(i + 1) % 3] @ J[(i + 1) % 3]
                  - J[(i + 2) % 3] @ J[(i + 2) % 3]) for i in range(3)])

# ---------- the group T_d: signed permutations that keep xyz ----------
group = [np.diag(s) @ np.eye(3)[list(perm)]
         for perm in itertools.permutations(range(3))
         for s in itertools.product((1, -1), repeat=3) if np.prod(s) == 1]


def spin_matrix(g):
    v = Rotation.from_matrix(np.linalg.det(g) * g).as_rotvec()
    return expm(-0.5j * np.tensordot(v, sigma, 1))


spins = [spin_matrix(g) for g in group]
dets = [round(np.linalg.det(g)) for g in group]


def band_rep(bands):
    return [bands.conj().T @ np.kron(g, s) @ bands for g, s in zip(group, spins)]


rep = {6: spins, 7: [d * s for d, s in zip(dets, spins)], 8: band_rep(Q4)}

# Multiplicities. Barred elements change the sign of both spinor characters,
# so the mean over 24 elements equals the mean over all 48.
single = np.array([[1, d, np.trace(abs(g)) - 1, d * np.trace(g), np.trace(g)]
                   for g, d in zip(group, dets)])
mult = {}
for k in (8, 6, 7):
    chars = np.array([np.trace(u) * np.trace(v).conj()
                      for u, v in zip(rep[8], rep[k])])
    raw = (single * chars[:, None]).mean(axis=0)
    mult[k] = np.rint(raw.real).astype(int)
    assert np.allclose(raw, mult[k], atol=1e-10)
assert list(mult[8]) == [1, 1, 1, 2, 2]
assert list(mult[6]) == list(mult[7]) == [0, 0, 1, 1, 1]


def covariant(final):
    """Null space of  U_f D_i U_8^+ = sum_j g_ji D_j  over the whole group."""
    n = len(final[0])
    rows = [np.kron(np.eye(3), np.kron(f, u.conj())) - np.kron(g.T, np.eye(4 * n))
            for g, f, u in zip(group, final, rep[8])]
    return null_space(np.vstack(rows), rcond=1e-9)


cov = {k: covariant(rep[k]) for k in (6, 7, 8)}
for k in cov:
    assert cov[k].shape[1] == mult[k][4]
for t in (A, B):
    v = t.ravel()
    assert np.linalg.norm(v - cov[8] @ (cov[8].conj().T @ v)) < 1e-9
assert abs(np.vdot(A, B)) < 1e-10


# ---------- envelope basis ----------
def moment(e, gam, s=0):
    """Integral of x^a y^b z^c r^s exp(-gam r^2) over all space."""
    if any(k % 2 for k in e):
        return 0.0
    n = sum(e)
    ang = math.prod(math.gamma((k + 1) / 2) for k in e) / math.gamma((n + 3) / 2)
    h = (n + 3 + s) / 2
    return ang * math.gamma(h) * gam**(-h)


def shift(e, c, k):
    return tuple(v + k * (i == c) for i, v in enumerate(e))


def add(a, b):
    return (a[0] + b[0], a[1] + b[1], a[2] + b[2])


def slope(e, c):
    out = [(shift(e, c, 1), -2.0, 1)]
    return out + ([(shift(e, c, -1), float(e[c]), 0)] if e[c] else [])


def monomials(l):
    return [(a, b, l - a - b) for a in range(l + 1) for b in range(l - a + 1)]


def harmonics(l):
    ms = monomials(l)
    if l < 2:
        return np.eye(len(ms))
    low = monomials(l - 2)
    lap = np.zeros((len(low), len(ms)))
    for j, e in enumerate(ms):
        for c in range(3):
            if e[c] > 1:
                lap[low.index(shift(e, c, -2)), j] += e[c] * (e[c] - 1)
    return null_space(lap)


def build_space(lmax):
    ms = [e for l in range(lmax + 1) for e in monomials(l)]
    har = block_diag(*[harmonics(l) for l in range(lmax + 1)])
    na, n = len(ALPHAS), len(ms)
    left, right = ALPHAS[:, None], ALPHAS[None, :]
    gam = left + right
    pairs = [(c, d) for c in range(3) for d in range(c, 3)]
    names = ['one', 'coul', 'well', 'tet', 0, 1, 2] + pairs
    raw = {k: np.zeros((n, n, na, na)) for k in names}
    for i, a in enumerate(ms):
        for j, b in enumerate(ms):
            e = add(a, b)
            raw['one'][i, j] = moment(e, gam)
            raw['coul'][i, j] = moment(e, gam, -1)
            raw['well'][i, j] = moment(e, gam + CELL**-2)
            raw['tet'][i, j] = moment(add(e, (1, 1, 1)), gam + CELL**-2) / CELL**3
            for c in range(3):
                raw[c][i, j] = moment(shift(e, c, 1), gam)
            for c, d in pairs:
                for u, cu, pu in slope(a, c):
                    for v, cv, pv in slope(b, d):
                        m = moment(add(u, v), gam)
                        raw[c, d][i, j] += cu * cv * left**pu * right**pv * m
    size = har.shape[1] * na
    full = {k: np.einsum('mh,mnkl,ng->hkgl', har, r, har,
                         optimize=True).reshape(size, size) for k, r in raw.items()}
    d = 1 / np.sqrt(np.diag(full['one']))
    w, v = eigh(full['one'] * np.outer(d, d))
    W = d[:, None] * ((v / np.sqrt(w)) @ v.T)
    sp = {k: W.T @ m @ W for k, m in full.items()}
    pts = rng.normal(size=(100, 3))
    pts /= np.linalg.norm(pts, axis=1)[:, None]

    def values(r):
        return np.array([r[:, 0]**a * r[:, 1]**b * r[:, 2]**c
                         for a, b, c in ms]).T @ har

    inv_values, Winv = np.linalg.pinv(values(pts)), np.linalg.inv(W)
    sp['rot'] = [Winv @ np.kron(inv_values @ values(pts @ g), np.eye(na)) @ W
                 for g in group]
    sp['par'] = np.repeat([(-1)**l for l in range(lmax + 1)
                           for _ in range(2 * l + 1)], na)
    return sp


def solve(sp, gammas, bands=Q4, well=0.0, tet=0.0, count=40):
    """Degenerate levels as (energy, eigenvectors), sorted by energy."""
    g1, g2, g3 = gammas
    nb = bands.shape[1]

    def proj(m):
        return bands.conj().T @ m @ bands

    def unit(c, d):
        m = np.zeros((3, 3))
        m[c, d] = 1
        return np.kron(m, np.eye(2))

    pot = -COUL / EPS * sp['coul'] - well * sp['well'] + tet * sp['tet']
    H = np.kron(pot, np.eye(nb)).astype(complex)
    if nb == 6:
        so = proj(Q6[:, :2] @ Q6[:, :2].conj().T)
        H += np.kron(np.eye(len(pot)), SPLIT_OFF * so)
    for c in range(3):
        H += KIN * np.kron(sp[c, c], (g1 - 2 * g2) * np.eye(nb)
                           + 6 * g2 * proj(unit(c, c)))
        for d in range(c + 1, 3):
            H += KIN * np.kron(sp[c, d], 6 * g3 * proj(unit(c, d) + unit(d, c)))
    par = np.repeat(sp['par'], nb)
    blocks = [par != 0] if tet else [par > 0, par < 0]
    levels = []
    for keep in blocks:
        idx = np.flatnonzero(keep)
        e, v = eigh(H[np.ix_(idx, idx)], subset_by_index=[0, count - 1])
        cuts = np.flatnonzero(np.diff(e) > 1e-6) + 1
        for grp in np.split(np.arange(count), cuts)[:-1]:
            vec = np.zeros((len(H), len(grp)), complex)
            vec[idx] = v[:, grp]
            levels.append((e[grp].mean(), vec))
    return sorted(levels, key=lambda t: t[0])


def align(sp, C, kind, bands=Q4):
    """Rotate a level so that it transforms by rep[kind]; None if it cannot."""
    n, nb = C.shape[1], bands.shape[1]
    seed = np.random.default_rng(1).normal(size=(n, n)) + 0.3j * np.eye(n)
    U = np.zeros((n, n), complex)
    for P, bl, ref in zip(sp['rot'], band_rep(bands), rep[kind]):
        moved = (P @ C.reshape(len(P), -1)).reshape(-1, nb, n)
        moved = np.einsum('dc,ack->adk', bl, moved).reshape(C.shape)
        U += C.conj().T @ moved @ seed @ ref.conj().T
    U /= len(group)
    scale = np.linalg.norm(U) / math.sqrt(n)
    if scale < 1e-6:
        return None
    U /= scale
    assert np.allclose(U.conj().T @ U, np.eye(n), atol=1e-6)
    C = C @ U
    if kind == 8:      # same time-reversal matrix for every quartet
        t_band = bands.conj().T @ FLIP @ bands.conj()
        t_ref = Q4.conj().T @ FLIP @ Q4.conj()
        turned = np.einsum('dc,ack->adk', t_band, C.conj().reshape(-1, nb, n))
        ph = np.vdot(t_ref, C.conj().T @ turned.reshape(C.shape)) / 4
        assert abs(abs(ph) - 1) < 1e-6
        C = C * np.exp(0.5j * np.angle(ph))
    return C


def dipole(sp, Ci, Cf):
    ns = len(sp['par'])
    return np.array([Cf.conj().T @ (sp[c] @ Ci.reshape(ns, -1)).reshape(Ci.shape)
                     for c in range(3)])


def amplitudes(D):
    """Project on the two covariant forms; demand a full fit and real p, q."""
    p = np.vdot(A, D) / np.vdot(A, A)
    q = np.vdot(B, D) / (1j * np.vdot(B, B))
    size = np.linalg.norm(D)
    assert np.linalg.norm(D - p * A - 1j * q * B) < 1e-5 * size + 1e-7
    assert abs(p.imag) + abs(q.imag) < 1e-5 * size + 1e-7
    sign = -1 if p.real < 0 else 1
    return sign * p.real, sign * q.real


def quartet_lines(sp, levels, number, bands=Q4):
    """Lowest dipole-allowed quartet lines: (energy, p, q, raw final vectors)."""
    e0, C0 = levels[0]
    assert C0.shape[1] == 4
    ground, out = align(sp, C0, 8, bands), []
    for e, C in levels[1:]:
        if C.shape[1] == 4 and np.linalg.norm(dipole(sp, C0, C))**2 > 1e-3:
            D = dipole(sp, ground, align(sp, C, 8, bands))
            out.append((e - e0, *amplitudes(D), C))
            if len(out) == number:
                break
    assert len(out) == number
    return out


def stress_pairs(sp, C):
    """Sublevels |m|=3/2 and 1/2 of a quartet under weak [001] stress."""
    op = J[2] @ J[2] - 1.25 * np.eye(4)

    def element(X):
        Y = np.einsum('dc,ack->adk', op, X.reshape(-1, 4, X.shape[1]))
        return X.conj().T @ Y.reshape(X.shape)

    v = eigh(element(C))[1]
    low, high = C @ v[:, :2], C @ v[:, 2:]
    outer = element(align(sp, C, 8))[0, 0].real
    return (high, low) if outer > 0 else (low, high)


# ---------- main calculation ----------
big = build_space(5)
levels = solve(big, GAMMAS, count=80)
E0, C0 = levels[0]
lines = quartet_lines(big, levels, 3)
pair0 = stress_pairs(big, C0)
for dE, p, q, C in lines:
    pair = stress_pairs(big, C)
    S = np.array([[np.sum(abs(dipole(big, i, f))**2, axis=(1, 2)) for f in pair]
                  for i in pair0])       # [initial class, final class, axis]
    z = np.array([[0, 1.5 * (p + q)**2], [1.5 * (p - q)**2, 0]])
    x = np.array([[9 / 8 * q * q, 1.5 * (p - q / 2)**2],
                  [1.5 * (p + q / 2)**2, 9 / 8 * q * q]])
    tol = 1e-5 * (p * p + q * q)
    assert np.allclose(S[:, :, 2], z, atol=tol)
    assert np.allclose(S[:, :, 0], x, atol=tol)
    assert np.allclose(S.sum(axis=(0, 1)), 3 * (p * p + q * q), atol=tol)
assert abs(lines[0][2] / lines[0][1] - lines[1][2] / lines[1][1]) > 0.1

ground = align(big, C0, 8)
doublets = {}
for e, C in levels:
    if C.shape[1] != 2 or np.linalg.norm(dipole(big, C0, C))**2 < 1e-3:
        continue
    for kind in (6, 7):
        F = align(big, C, kind)
        if F is None or kind in doublets:
            continue
        D = dipole(big, ground, F)
        v = D.ravel()
        rest = v - cov[kind] @ (cov[kind].conj().T @ v)
        assert np.linalg.norm(rest) < 1e-5 * np.linalg.norm(v)
        part = np.sum(abs(dipole(big, pair0[0], C))**2, axis=(1, 2))
        total = np.sum(abs(D)**2, axis=(1, 2))
        share = part / total
        want = {6: (0.75, 0.0), 7: (0.25, 1.0)}[kind]
        assert np.allclose(share[[0, 2]], want, atol=1e-5)
        assert e < 0
        doublets[kind] = (e - E0, math.sqrt(total[2]), share[2], share[0])
assert set(doublets) == {6, 7}

# ---------- spherical limit, and effects left out of the main model ----------
small = build_space(3)
g_sph = (2 * GAMMAS[1] + 3 * GAMMAS[2]) / 5
near = quartet_lines(small, solve(small, (GAMMAS[0], g_sph, g_sph + 0.01)), 3)
near_ratio = [t[2] / t[1] for t in near]
assert all(min(abs(r - 2), abs(r + 0.5)) < 0.05 for r in near_ratio)
assert min(near_ratio) < 0 < max(near_ratio)

base_levels = solve(small, GAMMAS)
base = quartet_lines(small, base_levels, 1)[0]
six_levels = solve(small, GAMMAS, bands=Q6)
six = quartet_lines(small, six_levels, 1, Q6)[0]
cell_levels = solve(small, GAMMAS, well=WELL, tet=TET)
cell = quartet_lines(small, cell_levels, 4)   # inversion is broken here
own = align(small, cell_levels[0][1], 8)
p_own, q_own = amplitudes(dipole(small, own, own))
assert p_own > 1e-5 and abs(q_own) < 1e-4 * p_own

boltz = math.exp(-(levels[1][0] - E0) * 1e-3 * sc.e / (sc.k * TEMP))
wave = math.sqrt(EPS) * lines[0][0] * 1e-3 * sc.e / (sc.hbar * sc.c) * 1e-9
phase = wave * math.hypot(lines[0][1], lines[0][2])

# ---------- report ----------
for k in (8, 6, 7):
    print(f"Gamma8 x Gamma{k}: copies of Gamma1..Gamma5 =", *mult[k])
    print(f"  dipole amplitudes from covariance equations = {cov[k].shape[1]}")
print("Luttinger parameters g1, g2, g3 =", *GAMMAS)
print(f"dielectric constant = {EPS:.1f}, split-off energy = {SPLIT_OFF:.0f} meV")
print(f"binding energy of ground quartet = {-E0:.2f} meV")
for n, (dE, p, q, _) in enumerate(lines, 1):
    s = (p + q)**2 / (2 * (p * p + q * q))
    print(f"quartet line {n}: energy = {dE:.2f} meV")
    print(f"  p = {p:.3f} nm, q = {q:.3f} nm, q/p = {q / p:.3f}")
    print(f"  z-polarized share 3/2->1/2 = {s:.3f}, 1/2->3/2 = {1 - s:.3f}")
    print(f"  summed strength per polarization = {3 * (p * p + q * q):.3f} nm^2")
for k in (6, 7):
    dE, t, sz, sx = doublets[k]
    print(f"Gamma{k} doublet line: energy = {dE:.2f} meV, |t| = {t:.4f} nm")
    print(f"  share from |m|=3/2: z = {abs(sz):.3f}, x = {sx:.3f}")
print("nearly spherical band, q/p of three lines =",
      *[f"{r:.3f}" for r in near_ratio])
print("Effects on quartet line 1 (energy in meV; q/p):")
print(f"  envelopes to l=5: {lines[0][0]:.3f}; {lines[0][2] / lines[0][1]:.3f}")
print(f"  envelopes to l=3: {base[0]:.3f}; {base[2] / base[1]:.3f}")
print(f"  l=3 with split-off band: {six[0]:.3f}; {six[2] / six[1]:.3f}")
print(f"  l=3 with central cell: {cell[0][0]:.3f}; {cell[0][2] / cell[0][1]:.3f}")
print(f"central cell: range {CELL:.1f} nm, well {WELL:.0f} meV, "
      f"tetrahedral {TET:.0f} meV")
print(f"  ground level lowered by {base_levels[0][0] - cell_levels[0][0]:.3f} meV")
print(f"  permanent dipole of ground quartet: p = {p_own:.5f} nm, "
      f"|q| = {abs(q_own):.1e} nm")
print(f"first excited/ground occupation per state at {TEMP:.0f} K = {boltz:.2e}")
print(f"optical phase across the dipole length = {phase:.1e} rad")
print("checks complete")
```

It prints:

```
Gamma8 x Gamma8: copies of Gamma1..Gamma5 = 1 1 1 2 2
  dipole amplitudes from covariance equations = 2
Gamma8 x Gamma6: copies of Gamma1..Gamma5 = 0 0 1 1 1
  dipole amplitudes from covariance equations = 1
Gamma8 x Gamma7: copies of Gamma1..Gamma5 = 0 0 1 1 1
  dipole amplitudes from covariance equations = 1
Luttinger parameters g1, g2, g3 = 13.4 4.2 5.7
dielectric constant = 16.0, split-off energy = 290 meV
binding energy of ground quartet = 9.29 meV
quartet line 1: energy = 5.17 meV
  p = 0.115 nm, q = 0.698 nm, q/p = 6.070
  z-polarized share 3/2->1/2 = 0.660, 1/2->3/2 = 0.340
  summed strength per polarization = 1.501 nm^2
quartet line 2: energy = 6.72 meV
  p = 3.119 nm, q = -1.135 nm, q/p = -0.364
  z-polarized share 3/2->1/2 = 0.179, 1/2->3/2 = 0.821
  summed strength per polarization = 33.047 nm^2
quartet line 3: energy = 7.41 meV
  p = 0.412 nm, q = 0.855 nm, q/p = 2.075
  z-polarized share 3/2->1/2 = 0.891, 1/2->3/2 = 0.109
  summed strength per polarization = 2.705 nm^2
Gamma6 doublet line: energy = 8.27 meV, |t| = 0.7528 nm
  share from |m|=3/2: z = 0.000, x = 0.750
Gamma7 doublet line: energy = 7.39 meV, |t| = 4.1670 nm
  share from |m|=3/2: z = 1.000, x = 0.250
nearly spherical band, q/p of three lines = 2.018 -0.500 1.998
Effects on quartet line 1 (energy in meV; q/p):
  envelopes to l=5: 5.171; 6.070
  envelopes to l=3: 5.064; -27.323
  l=3 with split-off band: 5.240; -14.605
  l=3 with central cell: 5.397; -16.713
central cell: range 2.0 nm, well 6 meV, tetrahedral 40 meV
  ground level lowered by 0.345 meV
  permanent dipole of ground quartet: p = 0.01086 nm, |q| = 8.7e-19 nm
first excited/ground occupation per state at 10 K = 2.48e-03
optical phase across the dipole length = 7.4e-05 rad
checks complete
```
